# Zero-gap grey tin from an inverted Kane model under strain

## The situation

In most diamond-type semiconductors the filled bonding p levels at $\mathbf k=0$ lie below an empty antibonding s level. In grey tin the s level has dropped below the top of the p levels. How do the bands then meet at the Fermi level, and what does a small strain, such as a substrate imposes on a film, do to the meeting point?

Count the electrons first. A two-atom cell has eight valence electrons, and two of them fill the bonding s band. Six remain for eight states: six bonding p states and two antibonding s states, spin included. Spin-orbit coupling splits the p states into a quartet $\Gamma_8$ ($J=3/2$) and a doublet $\Gamma_7$ ($J=1/2$) lower by $\Delta$. Let $\Gamma_8$ be the zero of energy and $E_0$ the s level.

- Normal order, $E_0>0$: the six electrons fill $\Gamma_7$ and $\Gamma_8$. The s level is empty and there is a gap at $\mathbf k=0$.
- Inverted order, $-\Delta<E_0<0$: four electrons fill $\Gamma_7$ and s. Two are left for the four $\Gamma_8$ states.

In the inverted order the quartet is half filled at $\mathbf k=0$, and symmetry forbids a gap there. Whether the Fermi level lies exactly at this quartet, so that the crystal is a clean zero-gap semiconductor, depends on two things: how the quartet splits away from $\mathbf k=0$, and whether another conduction valley, such as the one at L, reaches down to it. The first is worked out below; for the second, the other valleys are assumed to stay above the Fermi level.

## The model

Atomic units are used, $\hbar=m=1$. The basis is S, X, Y, Z times spin. Inversion about a bond centre makes the antibonding s state odd and the bonding p states even, so s–p elements are odd in $\mathbf k$ and p–p elements are even. To second order in $k$,

$$\langle S|H|S\rangle=E_0+\tfrac12k^2,\qquad \langle S|H|X_i\rangle=iPk_i,$$

$$T_{ii}=Lk_i^2+M(k^2-k_i^2),\qquad T_{ij}=Nk_ik_j\ (i\neq j),$$

where $T$ is the p block. $L,M,N$ contain the free-electron term and the effect of remote bands. The spin-orbit term is $\frac{\Delta}{3}(\boldsymbol\ell\cdot\boldsymbol\sigma-1)$. Since $\boldsymbol\ell\cdot\boldsymbol\sigma$ equals $1$ for $J=3/2$ and $-2$ for $J=1/2$, it gives $0$ and $-\Delta$ as required. Inversion and time reversal together make every band doubly degenerate.

The numbers below use round parameters of an inverted crystal, not measured tin data: $E_0=-0.015$ and $\Delta=0.030$ hartree, $P=0.6$, $L=-2.1$, $M=N=-1.5$.

## Simple case: one axis, no strain

Take $\mathbf k=(0,0,k)$. Then $J_z$ is conserved, and the relevant quartet states are

$$|\tfrac32\rangle=-\tfrac{1}{\sqrt2}(X+iY)\!\uparrow,\qquad |\tfrac12\rangle=\sqrt{\tfrac23}\,Z\!\uparrow-\tfrac1{\sqrt6}(X+iY)\!\downarrow .$$

The s state couples only to $Z$, so $|\frac32\rangle$ does not feel it and $E_{3/2}=Mk^2$. For $|\frac12\rangle$ the p block gives $\frac13(2L+M)k^2$, and the coupling $\sqrt{2/3}\,iPk$ to s adds a second-order shift:

$$E_{1/2}=\Big[\tfrac13(2L+M)+\tfrac23\frac{P^2}{0-E_0}\Big]k^2 .$$

Coupling to $\Gamma_7$ is itself of order $k^2$ and enters only at $k^4$. With $E_0<0$ the s level pushes this branch up. In numbers, $P^2/|E_0|=24$, so $E_{1/2}=(-1.9+16)k^2=14.1k^2$ and $E_{3/2}=-1.5k^2$. One branch is a conduction band, the other a valence band, and they touch at $k=0$.

Limit check: for $E_0=+0.015$ the shift becomes $-16k^2$. Both branches go down and the gap to s is ordinary. Even under the compression used later, the eight-band matrix with this normal order keeps a gap of 0.0148 hartree.

## All directions

**Folding down s.** For general $\mathbf k$ the second-order term between $X_i$ and $X_j$ is

$$\frac{(-iPk_i)(iPk_j)}{0-E_0}=\frac{P^2}{|E_0|}k_ik_j .$$

It has the form of the $L$ and $N$ terms. Thus $\tilde L=L+P^2/|E_0|=21.9$, $\tilde N=N+P^2/|E_0|=22.5$, and $M$ is unchanged.

**Projecting on $J=3/2$.** The other two states are

$$|{-\tfrac12}\rangle=\tfrac1{\sqrt6}(X-iY)\!\uparrow+\sqrt{\tfrac23}\,Z\!\downarrow,\qquad |{-\tfrac32}\rangle=\tfrac1{\sqrt2}(X-iY)\!\downarrow .$$

For any real symmetric $T$ the diagonal elements are $\frac12(T_{xx}+T_{yy})$ for $\pm\frac32$ and $\frac23T_{zz}+\frac16(T_{xx}+T_{yy})$ for $\pm\frac12$. Their mean is $t=\frac13\mathrm{tr}\,T$, and half their difference is

$$d_5=\tfrac13\big[T_{zz}-\tfrac12(T_{xx}+T_{yy})\big].$$

With

$$u=\frac{T_{xz}-iT_{yz}}{\sqrt3},\qquad w=\frac{T_{xx}-T_{yy}}{2\sqrt3}-\frac{iT_{xy}}{\sqrt3},$$

the elements between $(\frac32,-\frac32)$ and $(\frac12,-\frac12)$ form the block

$$Q=\begin{pmatrix}-u&-w\\-w^*&u^*\end{pmatrix},\qquad QQ^\dagger=(|u|^2+|w|^2)\,\mathbb 1 .$$

The element between $\frac12$ and $-\frac12$ has two spin contributions, $\pm\frac13(T_{xz}-iT_{yz})$, which cancel. The one between $\frac32$ and $-\frac32$ vanishes because the spins differ. The projected matrix is therefore

$$t+\begin{pmatrix}-d_5&Q\\Q^\dagger&d_5\end{pmatrix}.$$

In the square of the second term the off-diagonal blocks cancel, leaving $|d|^2=d_5^2+|u|^2+|w|^2$ times the unit matrix. As this term is traceless, the energies are

$$E_\pm=t\pm|d|,$$

each doubly degenerate. The vector $d$ has five real components: $d_5$ and the real and imaginary parts of $u$ and $w$.

**Inserting the bands.** Define

$$A=\tfrac13(\tilde L+2M)=6.3,\quad B_2=\tfrac13(\tilde L-M)=7.8,\quad B_3=\tfrac13\tilde N=7.5 .$$

In terms of Luttinger parameters, $A=-\gamma_1/2$, $B_2=-\gamma_2$, $B_3=-\gamma_3$. Since $T_{ii}=(\tilde L-M)k_i^2+Mk^2$, we get $t=Ak^2$ and the components

$$B_2\big[k_z^2-\tfrac12(k_x^2+k_y^2)\big],\quad \tfrac{\sqrt3}{2}B_2(k_x^2-k_y^2),\quad \sqrt3B_3\,(k_xk_y,\;k_yk_z,\;k_zk_x),$$

up to irrelevant signs. The squares of the two $B_2$ terms add to $B_2^2(k^4-3\Sigma)$ with $\Sigma=k_x^2k_y^2+k_y^2k_z^2+k_z^2k_x^2$. Hence

$$E_\pm=(A\pm B)k^2,\qquad B^2=B_2^2+3(B_3^2-B_2^2)\,\Sigma/k^4 .$$

Because $0\le\Sigma/k^4\le\frac13$, $B$ lies between $B_2$ and $B_3$. If

$$0<A<\min(B_2,B_3),$$

one doublet rises and the other falls in every direction. This is the Groves-Paul structure: filled and empty bands touch at $\mathbf k=0$ and nowhere else in the range of the model.

Limit checks: along [001], $A\pm B_2=14.1$ and $-1.5$, as before. Along [111], $A\pm B_3=13.8$ and $-1.2$. If $A$ exceeded $B$ in some direction, both doublets would rise there and the zero-gap picture would fail.

## What strain does at $\mathbf k=0$

Let a film on (001) have in-plane strain $e_{xx}=e_{yy}=e$ and a free surface. Zero normal stress, $C_{11}e_{zz}+2C_{12}e=0$, gives $e_{zz}=-2(C_{12}/C_{11})e$. With $C_{12}/C_{11}=0.5$, $e_{zz}=-e$.

The sign of the level splitting decides everything that follows, so it is derived here from nearest-neighbour bonds. At $\mathbf k=0$ the coupling between $p_i$ orbitals on the two atoms is

$$V_{ii}=4\,[V_\pi+(V_\sigma-V_\pi)n_i^2],$$

where $n_i$ are the direction cosines of a bond. The elements with $i\ne j$, and the s–p sums, cancel over the four bonds. The bonding level is $-V_{ii}$. To first order in strain,

$$n_x^2=\tfrac13\big[1+\tfrac23(e-e_{zz})\big],\qquad n_z^2=\tfrac13\big[1-\tfrac43(e-e_{zz})\big],$$

so that

$$E_X-E_Z=-4(V_\sigma-V_\pi)(n_x^2-n_z^2)=\tfrac83(V_\sigma-V_\pi)(e_{zz}-e).$$

The change of bond length multiplies all $V_{ii}$ by a common factor and affects this difference only at second order. Write the strain term as $T_{ii}=3b(e_{ii}-\bar e)$, with $\bar e$ the mean of the three strains. Then $E_X-E_Z=3b(e-e_{zz})$, and

$$b=-\tfrac89(V_\sigma-V_\pi)<0,$$

because $V_\sigma>0>V_\pi$. With $V_\sigma=0.07$ and $V_\pi=-0.02$ hartree, $b=-0.080$ hartree. Diagonalizing a strained two-atom cell with the same bonds gives the same value to this accuracy. The bond model explains the sign of $b$. It omits d orbitals and more distant neighbours, so its value is an illustration and not the deformation potential of tin.

In the quartet this strain shifts $d_5$ alone, by

$$\delta=b(e_{zz}-e)=|b|\Big(1+\frac{2C_{12}}{C_{11}}\Big)e .$$

Tension gives $\delta>0$ and lifts $\pm\frac12$ to $+\delta$, with $\pm\frac32$ at $-\delta$. Compression does the reverse. The hydrostatic part moves the zero of energy, which is dropped, and changes $E_0$ slightly, which affects the results below only at higher order. This change is left out of the eight-band matrix as well. It is not negligible in the third digit: for a gap deformation potential between $-5$ and $-9$ eV and $|e|=0.001$ it raises the tensile gap found below by 0.4 to 0.6 % and lowers $k_D$ by 0.6 to 1.1 %.

For $e=0.001$, $\delta=0.080\times0.002=1.6\times10^{-4}$ hartree. The predicted splitting is $2\delta=3.20\times10^{-4}$ hartree, and the eight-band matrix gives $3.217\times10^{-4}$. The excess comes from $\Gamma_7$. Its state $(Z\!\uparrow+(X+iY)\!\downarrow)/\sqrt3$ couples to $|\frac12\rangle$ with strength $\sqrt2\,\delta$, which raises the latter by $2\delta^2/\Delta=1.7\times10^{-6}$ hartree.

## Where can the strained bands touch?

On the strain axis the branches differ by

$$E_{1/2}-E_{3/2}=2(B_2k_z^2+\delta).$$

For $\delta>0$ they start apart and separate further. For $\delta<0$ they start in the wrong order and must cross.

Off the axis, touching needs all five components of $d$ to vanish. The three products $k_xk_y$, $k_yk_z$, $k_zk_x$ vanish only if at most one component of $\mathbf k$ is nonzero. Then $k_x^2=k_y^2$ forces $k_x=k_y=0$, and there remains

$$B_2k_z^2+\delta=0 .$$

There is no solution under tension and there are two under compression. As $\delta\to0$ the two merge at $\mathbf k=0$, which restores the unstrained case.

## Tension: is it a gap over all $\mathbf k$?

Bands that never touch may still overlap in energy, so the edges have to be bounded. Assume also $A\ge B_2/2$, which holds here ($6.3>3.9$).

Upper band: $|d|\ge d_5\ge\delta-\frac12B_2k^2$, so $E_+\ge\delta+(A-\frac12B_2)k^2\ge\delta$. This minimum is reached at $\mathbf k=0$.

Lower band: by the triangle inequality $|d|\ge Bk^2-\delta$, so $E_-\le\delta-(B-A)k^2<\delta$ for $\mathbf k\ne0$, while $E_-=-\delta$ at $\mathbf k=0$. Since $E_-$ falls without bound at large $k$, it attains its maximum, which is below $\delta$. The gap is therefore positive.

**Its size.** Fix a direction $\hat{\mathbf n}$, let $x=k^2$ and $b_5=\frac12B_2(3n_z^2-1)$, and define $\sin\theta=A/B$, $\cos\chi=-b_5/B$. Then

$$|d|^2=B^2x^2+2b_5\delta x+\delta^2=(Bx-\delta\cos\chi)^2+\delta^2\sin^2\chi .$$

Substituting $Bx-\delta\cos\chi=\delta\sin\chi\tan\varphi$ gives

$$E_-=\delta\Big[\sin\theta\cos\chi+\sin\chi\,\frac{\sin\theta\sin\varphi-1}{\cos\varphi}\Big].$$

The derivative of the fraction is $(\sin\theta-\sin\varphi)/\cos^2\varphi$, so the maximum is at $\varphi=\theta$:

$$E_-^{\max}=\delta\sin(\theta-\chi),\qquad k^2=\frac{\delta\cos(\theta-\chi)}{B\cos\theta}.$$

If $\cos(\theta-\chi)<0$ this point has $k^2<0$, and the maximum along that direction is $-\delta$ at $k=0$. The gap is $\delta[1-\sin(\theta-\chi)]$ for the direction with the highest maximum.

Isotropic limit, $B_2=B_3$: the smallest $\chi$ is $60^\circ$, for all in-plane directions. The gap is $\delta[1-\sin(\theta-60^\circ)]$, which falls from $\frac32\delta$ at $A=B_2/2$ to $\frac12\delta$ as $A\to B_2$. It is thus smaller than the splitting $2\delta$ at $\mathbf k=0$, because the valence band first rises in the plane.

Example: along in-plane [110], $b_5=-3.9$ and $B^2=\frac14(7.8^2)+\frac34(7.5^2)=57.4$, so $B=7.58$, $\theta=56.3^\circ$, $\chi=59.0^\circ$. The gap is $1.6\times10^{-4}\times1.048=1.68\times10^{-4}$ hartree, with the valence maximum at $k=0.00616\ \mathrm{bohr}^{-1}$. Along in-plane [100] the angles are $53.9^\circ$ and $60^\circ$, and the maximum is lower.

A search of the eight-band energies over all directions finds the valence maximum on [110], the conduction minimum at $\mathbf k=0$, and a gap of $1.67\times10^{-4}$ hartree, or 4.5 meV. This is 0.4 % below the formula. The valence maximum itself lies at $-5.3\times10^{-6}$ hartree against $-7.7\times10^{-6}$ from the formula. That is a large fraction of a number close to zero, but only 1.5 % of $\delta$.

## Compression: are the two points alone at the Fermi level?

Let $\eta=|\delta|$. The touching points and their energy are

$$k_D=\sqrt{\eta/B_2},\qquad E_D=Ak_D^2=A\eta/B_2 .$$

A semimetal with point contacts also needs $E_-\le E_D\le E_+$ everywhere. Put $a=A/B_2<1$ and $q=b_5/B_2\le1$.

Upper band: $|d|\ge\eta-B_2qk^2\ge\eta-B_2k^2$. Hence

$$E_+\ge Ak^2+a|d|\ge Ak^2+a(\eta-B_2k^2)=E_D,$$

with equality only where $|d|=0$.

Lower band: $E_-\le E_D$ means $|d|\ge a(B_2k^2-\eta)$. This is clear when the right side is negative or zero. Otherwise square it. With $y=B_2k^2/\eta$, $g=B^2/B_2^2$ and $s=a^2$, the claim is

$$F=(g-s)y^2-2(q-s)y+(1-s)\ge0 .$$

Let $r^2=\min(1,B_3^2/B_2^2)$. The unstrained $d$ has squared weight $q^2$ in $d_5$. The other four components would have total weight $1-q^2$ if $B_3=B_2$, and have at least $r^2(1-q^2)$ in general. So $g\ge q^2+r^2(1-q^2)$, and $A<\min(B_2,B_3)$ means $s<r^2$, hence also $s<g$.

If $q\le s$, no term of $F$ is negative and $F>0$. If $q>s$, consider

$$(g-s)(1-s)-(q-s)^2\ge(1-q)\big[r^2(1+q)(1-s)-s(1-q)\big].$$

As $r^2>s$ and $1-q<1-s$, the bracket exceeds $sq(1-s)>0$. So $F$ has no real root unless $q=1$, which is the axis. There $F=(1-s)(y-1)^2$, which vanishes only at $k_D$. At half filling the Fermi surface is therefore the two points.

For $e=-0.001$, $k_D=\sqrt{1.6\times10^{-4}/7.8}=0.00453\ \mathrm{bohr}^{-1}$ and $E_D=1.29\times10^{-4}$ hartree. The eight-band matrix gives $k_D=0.00455\ \mathrm{bohr}^{-1}$ ($0.086\ \mathrm{nm}^{-1}$) and the same energy to three digits, 3.5 meV. On the search grid none of its other states crosses $E_D$.

## The cones and what protects them

Put $\mathbf k=(0,0,k_D)+\mathbf p$ and keep first order in $\mathbf p$. Only $d_5\approx2B_2k_Dp_z$ and the two products containing $k_z$ survive:

$$E\approx E_D+2Ak_Dp_z\pm k_D\sqrt{4B_2^2p_z^2+3B_3^2(p_x^2+p_y^2)} .$$

This is a linear crossing of two doublets, a Dirac point. The cone is tilted along the axis, but $A<B_2$ keeps the axial slopes $2(A\pm B_2)k_D$ opposite in sign. They are $0.128$ and $-0.0136$ in atomic units (eight-band: $0.124$ and $-0.0136$). The transverse speed $\sqrt3B_3k_D$ is $0.0588$ (eight-band: $0.0580$).

The crossing survives because the branches have different $J_z$, $\pm\frac12$ and $\pm\frac32$, which cannot mix on the axis. Unequal in-plane strains remove this symmetry. They add $\frac{\sqrt3}{2}b(e_{xx}-e_{yy})$ to the real part of $w$, so where $d_5=0$ on the axis the bands are split by

$$2|d|=\sqrt3\,|b|\,|e_{xx}-e_{yy}| .$$

For a difference of $10^{-4}$ this is $1.39\times10^{-5}$ hartree, and the eight-band value is $1.37\times10^{-5}$. This is the direct splitting. Because the cone is tilted, the two band edges lie at different $k_z$, and the gap over all $\mathbf k$ is smaller by the factor $\sqrt{1-a^2}=0.59$, about $8.2\times10^{-6}$ hartree.

## Range of validity

The formulas are leading order in $k^2$ and strain, and need $|\delta|\ll|E_0|,\Delta$. When the strain is reduced twentyfold, the deviation of the gap from its formula falls from 0.43 % to 0.02 %, and that of $k_D$ from 0.40 % to 0.02 %. This is the linear decrease expected of a next-order correction. Other quantities deviate more (2.5 % for the larger axial slope at $|e|=0.001$), and these figures exclude the hydrostatic shift of $E_0$, which is of the same order. The model is a one-electron description of a bulk crystal with inversion symmetry. It leaves out conduction valleys far from $\mathbf k=0$, electron interactions and the confinement of a thin film. The energies are small: 4.5 meV equals $k_BT$ at 53 K, so at this strain the gap and the point-like Fermi surface matter only well below that temperature. The numerical output follows.

## Calculated quantities

```
s level E0: -0.015 hartree
spin-orbit splitting: 0.03 hartree
momentum element P: 0.6 a.u.
remote constants L, M, N: -2.1, -1.5, -1.5 a.u.
C12/C11: 0.5
bond integrals sigma, pi: 0.07, -0.02 hartree
b from formula: -0.08 hartree
b from strained cell: -0.080011 hartree
s-level contribution P^2/|E0|: 24 a.u.
folded g1, g2, g3: -12.6000, -7.8000, -7.5000
A, B2, B3: 6.3000, 7.8000, 7.5000 a.u.
normal-order control, compressed: gap: 0.01484 hartree
in-plane strain magnitude: 0.001
normal strain under tension: -0.001
delta under tension: 0.00016 hartree
theta along [110]: 56.259 degrees
chi along [110]: 59.018 degrees
tension: splitting at k=0, eight-band: 0.0003217 hartree
tension: gap, formula: 0.0001677 hartree
tension: gap, eight-band: 0.00016698 hartree
tension: gap, eight-band: 4.5437 meV
tension: conduction minimum: 0.0001617 hartree
tension: valence maximum: -5.2818e-06 hartree
tension: k of valence maximum, formula: 0.0061627 1/bohr
tension: k of valence maximum, eight-band: 0.0061791 1/bohr
compression: kD, formula: 0.0045291 1/bohr
compression: kD, eight-band: 0.0045474 1/bohr
compression: kD, eight-band: 0.085934 1/nm
compression: Dirac energy, formula: 0.00012923 hartree
compression: Dirac energy, eight-band: 0.00012898 hartree
compression: Dirac energy, eight-band: 3.5098 meV
axial slope Jz=1/2, formula: 0.12772 a.u.
axial slope Jz=1/2, eight-band: 0.12449 a.u.
axial slope Jz=3/2, formula: -0.013587 a.u.
axial slope Jz=3/2, eight-band: -0.013642 a.u.
transverse speed, formula: 0.058835 a.u.
transverse speed, eight-band: 0.057953 a.u.
strain difference exx-eyy: 0.0001
split crossing, formula: 1.3856e-05 hartree
split crossing, eight-band: 1.3708e-05 hartree
main strain, eight-band minus formula: gap -0.429 %, kD 0.405 %
1/20 strain, eight-band minus formula: gap -0.021 %, kD 0.020 %
```
